# Fowler–Nordheim Emission through Triangular and Image-Rounded Barriers

A metal with a flat, clean surface fills the half-space \(x<0\). Its conduction electrons are free, and the temperature is zero. The work function \(\phi\) is the energy from the Fermi level to the vacuum level. A uniform field of magnitude \(F\) outside the metal pulls electrons towards positive \(x\). The elementary charge \(e\) is positive, \(m\) is the electron mass, and \(h\) is the depth of an electron's normal energy below the zero-field vacuum level. The normal energy belongs to the motion along \(x\). Since the barrier depends on \(x\) alone, the transverse momentum is conserved and only the normal energy matters for tunnelling.

Formulas are in SI units unless stated otherwise. In numerical work energies are in eV and fields in V/nm.

## (a) The triangular barrier

**Question.** Neglect the electron's attraction to its image. Find the WKB tunnelling exponent for an electron with barrier height \(h\), and evaluate its constant in eV and V/nm.

**Solution.** At a distance \(x\) outside the surface, the potential energy exceeds the electron's normal energy by

\[
M(x)=h-eFx .
\]

Where \(M>0\), the wave function decays at the local rate \(\kappa=\sqrt{2mM}/\hbar\). The probability contains the square of the amplitude, so to leading exponential order

\[
D\simeq e^{-G},\qquad
G=\frac{2\sqrt{2m}}{\hbar}\int\sqrt{M(x)}\,dx ,
\]

with the integral taken over the forbidden region. This requires \(e^{-G}\ll1\). The factor multiplying the exponential is set to one here and examined in part (g).

The forbidden region runs from \(x=0\) to \(x=h/(eF)\). With \(M\) as variable, \(dx=-dM/(eF)\), and

\[
\int_0^{h/(eF)}\sqrt{h-eFx}\,dx
=\frac1{eF}\int_0^h\sqrt M\,dM
=\frac{2h^{3/2}}{3eF}.
\]

Therefore

\[
G=\frac{b\,h^{3/2}}{F},\qquad b=\frac{4\sqrt{2m}}{3e\hbar}.
\]

The power \(3/2\) has a simple origin: the barrier width is proportional to \(h/F\), and the decay rate to \(\sqrt h\).

To use \(h\) in eV, replace \(h\) by \(e\) times its value in eV. The constant becomes \(4\sqrt{2me}/(3\hbar)\) in V/m, and a factor \(10^{-9}\) converts it to V/nm:

\[
b=6.83\ \text{eV}^{-3/2}\,\text{V/nm}.
\]

At the Fermi level \(h=\phi\), so the exponential is \(\exp(-6.83\,\phi^{3/2}/F)\).

## (b) Rounding by the image force

**Question.** Add the classical image attraction. Reduce the exponent to the triangular one times a function of a single dimensionless variable, and find when the barrier disappears.

**Solution.** An electron at distance \(x\) from a perfect conductor is attracted by an image charge at distance \(2x\). The force is \(e^2/[4\pi\varepsilon_0(2x)^2]\). Its work from \(x\) to infinity gives the potential energy

\[
-\int_x^\infty\frac{e^2}{16\pi\varepsilon_0x'^2}\,dx'
=-\frac{e^2}{16\pi\varepsilon_0x}.
\]

The barrier is now

\[
M(x)=h-eFx-\frac{e^2}{16\pi\varepsilon_0x}.
\]

Measure distance in units of the triangular width, \(x=hs/(eF)\), and define

\[
f=\frac{e^3F}{4\pi\varepsilon_0h^2}.
\]

Then

\[
M=h\left(1-s-\frac{f}{4s}\right).
\]

The integral contributes \(\sqrt h\) from \(\sqrt M\) and \(h/(eF)\) from \(dx\). Since the triangular integral of \(\sqrt{1-s}\) is \(2/3\), we write

\[
G=v(f)\frac{b h^{3/2}}F,\qquad
v(f)=\frac32\int_{s_-}^{s_+}\sqrt{1-s-\frac f{4s}}\;ds .
\]

The limits are the zeros of \(M\), which satisfy \(s^2-s+f/4=0\):

\[
s_\pm=\frac{1\pm r}{2},\qquad r=\sqrt{1-f}.
\]

The top of the barrier follows from \(-1+f/(4s^2)=0\), or \(s=\sqrt f/2\). Both subtracted terms then equal \(\sqrt f/2\), so

\[
M_{\max}=h(1-\sqrt f).
\]

The barrier vanishes at \(f=1\). The variable \(y=\sqrt f\) is therefore the fractional lowering of the barrier top. The WKB exponential loses its validity before \(f=1\), because \(G\) must remain large.

The classical image law also fails within atomic distances of a real surface. It is part of the model used here.

## (c) The elliptic-integral correction

**Question.** Express \(v(f)\) through the complete elliptic integrals

\[
K(\mu)=\int_0^{\pi/2}\frac{d\theta}{\Delta},\qquad
E(\mu)=\int_0^{\pi/2}\Delta\,d\theta,\qquad
\Delta=\sqrt{1-\mu\sin^2\theta}.
\]

Here \(\mu\) is the parameter, the square of the modulus.

**Solution.** The roots obey \(s_++s_-=1\) and \(s_+s_-=f/4\), so

\[
1-s-\frac f{4s}=\frac{(s_+-s)(s-s_-)}s .
\]

Substitute

\[
s=s_+(1-\mu\sin^2\theta),\qquad
\mu=\frac{s_+-s_-}{s_+}=\frac{2r}{1+r}.
\]

As \(\theta\) runs from 0 to \(\pi/2\), \(s\) runs from \(s_+\) to \(s_-\). The factors become

\[
s_+-s=s_+\mu\sin^2\theta,\qquad
s-s_-=s_+\mu\cos^2\theta,\qquad s=s_+\Delta^2 ,
\]

and \(ds=-2s_+\mu\sin\theta\cos\theta\,d\theta\). Reversing the limits removes the minus sign:

\[
v=3s_+^{3/2}\mu^2 I,\qquad
I=\int_0^{\pi/2}\frac{\sin^2\theta\cos^2\theta}{\Delta}\,d\theta .
\]

To reduce \(I\), define \(A_n=\int_0^{\pi/2}\sin^{2n}\theta\,d\theta/\Delta\). Then \(A_0=K\). Since \(\mu\sin^2\theta=1-\Delta^2\), also \(A_1=(K-E)/\mu\). Finally, \(I=A_1-A_2\).

The function \(\sin\theta\cos\theta\,\Delta\) vanishes at both limits, so its derivative integrates to zero:

\[
0=\int_0^{\pi/2}\left[(1-2\sin^2\theta)\Delta
-\frac{\mu\sin^2\theta\cos^2\theta}{\Delta}\right]d\theta .
\]

Writing \(\Delta=\Delta^2/\Delta\) in the first term and multiplying out gives

\[
\mu I=A_0-(2+\mu)A_1+2\mu A_2 .
\]

Insert \(A_2=A_1-I\) and collect \(I\):

\[
3\mu I=A_0-(2-\mu)A_1 .
\]

Multiplication by \(\mu\) and insertion of \(A_0\) and \(A_1\) give

\[
3\mu^2I=\mu K-(2-\mu)(K-E)
=(2-\mu)E-2(1-\mu)K .
\]

Thus \(v=s_+^{3/2}[(2-\mu)E-2(1-\mu)K]\). From the definition of \(\mu\), \(s_+(2-\mu)=s_++s_-=1\) and \(s_+(1-\mu)=s_-=(1-r)/2\). The result is

\[
\boxed{v(f)=\sqrt{\frac{1+r}{2}}\,
\left[E(\mu)-(1-r)K(\mu)\right]},\qquad
r=\sqrt{1-f},\quad \mu=\frac{2r}{1+r}.
\]

At \(f=1\), \(r=\mu=0\) and \(E=K=\pi/2\), so \(v=0\), as a vanishing barrier requires.

## (d) Energy dependence and weak fields

**Question.** The current also needs \(\partial G/\partial h\). Write this derivative as its triangular value times a function \(t(f)\), and find \(t\). Then obtain \(v\) for small \(f\).

**Solution.** Differentiate the integral for \(G\). The moving limits contribute nothing because \(M=0\) there:

\[
\frac{\partial G}{\partial h}
=\frac{\sqrt{2m}}\hbar\int\frac{dx}{\sqrt M}
=\frac{\sqrt{2m}}{\hbar}\frac{\sqrt h}{eF}
\int_{s_-}^{s_+}\frac{ds}{\sqrt{1-s-f/(4s)}} .
\]

The triangular derivative is \(\tfrac32b\sqrt h/F=2\sqrt{2mh}/(e\hbar F)\). Hence

\[
\frac{\partial G}{\partial h}=\frac{3b\sqrt h}{2F}\,t(f),\qquad
t=\frac12\int_{s_-}^{s_+}\frac{ds}{\sqrt{1-s-f/(4s)}} .
\]

With the substitution of part (c), the square root is \(\sqrt{s_+}\,\mu\sin\theta\cos\theta/\Delta\). The sines and cosines cancel against those in \(ds\), leaving

\[
t(f)=\sqrt{s_+}\int_0^{\pi/2}\Delta\,d\theta
=\sqrt{\frac{1+r}{2}}\;E(\mu).
\]

This function goes from 1 at \(f=0\) to \(\pi/(2\sqrt2)=1.11\) at \(f=1\).

The same derivative can be taken from \(G=bh^{3/2}v(f)/F\). Because \(f\propto h^{-2}\) at fixed field, \(\partial f/\partial h=-2f/h\), and

\[
t=v-\frac43f\frac{dv}{df}.
\]

The two closed forms give \(t-v=\sqrt{s_+}(1-r)K\). Also \(1-r=f/(1+r)=f/(2s_+)\), so

\[
\frac{dv}{df}=-\frac{3}{4f}(t-v)=-\frac{3K(\mu)}{8\sqrt{s_+}} .
\]

For small \(f\), \(s_+\to1\) and \(\delta=1-\mu=s_-/s_+\simeq f/4\). We need \(K\) for small \(\delta\). With \(\chi=\pi/2-\theta\),

\[
K=\int_0^{\pi/2}\frac{d\chi}{\sqrt{\sin^2\chi+\delta\cos^2\chi}} .
\]

Split the range at \(\chi_0\), where \(\sqrt\delta\ll\chi_0\ll1\). Below \(\chi_0\) the integrand is nearly \(1/\sqrt{\chi^2+\delta}\), which gives \(\ln(2\chi_0/\sqrt\delta)\). Above it the integrand is nearly \(1/\sin\chi\), which gives \(\ln(2/\chi_0)\). The sum is independent of \(\chi_0\):

\[
K\simeq\ln\frac4{\sqrt\delta}\simeq\frac12\ln\frac{64}{f}.
\]

Therefore \(dv/df\simeq-\tfrac3{16}\ln(64/f)\). Integrating from \(v(0)=1\),

\[
v\simeq1-\frac{3f}{16}\left(\ln\frac{64}{f}+1\right).
\]

The logarithm comes from the \(1/x\) tail of the image potential, which acts over the whole range between the two turning points.

For quick estimates over the full range, \(v\approx1-f+(f/6)\ln f\) is useful. Its largest absolute deviation from the elliptic form on the numerical grid is 0.0024. This formula is an interpolation and does not have the correct small-\(f\) coefficients. Its error is multiplied by \(bh^{3/2}/F\) in the exponent: for \(h=4.5\) eV it lowers \(e^{-G}\) by 2.5% at 5 V/nm and by 12% at 1 V/nm.

## (e) From one electron to the current

**Question.** Sum the transmitted current over the Fermi sea and obtain the emission law.

**Solution.** Let \(w\ge0\) be the depth of the normal energy below the Fermi level, so that \(h=\phi+w\). Including spin, there are \(2\,d^3k/(2\pi)^3\) states per unit volume. For motion towards the surface, \(v_x\,dk_x=dE_x/\hbar\), where \(E_x\) is the normal energy.

At fixed \(w\), occupied states have transverse energy at most \(w\). They fill a disc in transverse wave-vector space of area \(\pi(2mw/\hbar^2)\). The incident current density in an interval \(dw\) is thus

\[
dJ_{\rm in}=e\,\frac2{8\pi^3}\,\frac{dw}\hbar\,
\frac{2\pi mw}{\hbar^2}
=\frac{em}{2\pi^2\hbar^3}\,w\,dw .
\]

Expand the exponent about the Fermi level:

\[
G(\phi+w)\simeq G(\phi)+\frac wd,\qquad
\frac1d=\frac{3b\sqrt\phi}{2F}\,t .
\]

From here on, \(f\), \(v\) and \(t\) are evaluated at \(h=\phi\). The energy \(d\) sets how far below the Fermi level emission remains appreciable. If \(d\) is much smaller than the depth of the Fermi sea, the upper limit of the integral can be taken to infinity:

\[
J=\frac{em}{2\pi^2\hbar^3}e^{-G(\phi)}
\int_0^\infty w\,e^{-w/d}\,dw
=\frac{em\,d^2}{2\pi^2\hbar^3}e^{-G(\phi)} .
\]

Now use \(d^2=4F^2/(9b^2\phi t^2)\) and \(b^2=32m/(9e^2\hbar^2)\):

\[
\frac{em}{2\pi^2\hbar^3}\cdot\frac49\cdot
\frac{9e^2\hbar^2}{32m}=\frac{e^3}{16\pi^2\hbar}\equiv A .
\]

The Fowler–Nordheim law with the image correction is

\[
\boxed{J=\frac{A F^2}{\phi\,t^2}
\exp\left(-\frac{v\,b\,\phi^{3/2}}F\right)} .
\]

Setting \(v=t=1\) gives the law for the triangular barrier. With \(\phi\) in eV, \(A=1.54\times10^{-6}\) A eV V\(^{-2}\), and \(F\) in the prefactor must be in V/m if \(J\) is wanted in A/m².

The factor \(F^2\) comes from \(d^2\): one power of \(d\) measures the range of normal energies, and the other the transverse states available within it.

**Error of the expansion.** The next term in \(G\) is \(\tfrac12G''w^2\), which multiplies the integrand by about \(1-\tfrac12G''w^2\). With weight \(we^{-w/d}\), the mean of \(w^2\) is \(6d^2\), so the relative change in current is \(-3G''d^2\). For the triangular barrier \(G''=1/(2\phi d)\), and the change is \(-3d/(2\phi)\). Hence \(d\ll\phi\) is required.

At nonzero temperature, transmission above the Fermi level grows as \(e^{\epsilon/d}\), where \(\epsilon\) is the energy above that level, while occupation falls as \(e^{-\epsilon/k_BT}\). The zero-temperature law therefore needs \(k_BT\ll d\). For \(\phi=4.5\) eV at 300 K, \(k_BT/d\) is 0.12 at 5 V/nm, where the current rises by only 2.5%, but 0.57 at 1 V/nm, where it rises by a factor of about 1.85.

## (f) A worked case

**Question.** Take the round model values \(\phi=4.5\) eV, \(F=5\) V/nm and a Fermi-sea depth of 10 eV. Find the current density with and without the image force, and judge the expansion in \(w\).

**Solution.** The image constant \(e^2/(16\pi\varepsilon_0)\) is 0.360 eV nm, so

\[
f=\frac{4(0.360)(5)}{4.5^2}=0.3555,\qquad r=\sqrt{1-f}=0.8028 .
\]

The barrier top is \(4.5(1-0.5963)=1.82\) eV above the Fermi level. It would reach that level at 14.1 V/nm.

The elliptic parameter is \(\mu=2(0.8028)/1.8028=0.8906\), for which \(K=2.5359\) and \(E=1.1124\). With \(\sqrt{(1+r)/2}=0.9494\),

\[
v=0.9494\,[1.1124-0.1972(2.5359)]=0.581,
\]
\[
t=0.9494(1.1124)=1.056 .
\]

The triangular exponent is \(6.831(4.5)^{3/2}/5=13.04\). The rounded one is \(0.5813(13.04)=7.58\). Thus

\[
J=\frac{(1.541\times10^{-6})(5\times10^9)^2}{4.5(1.056)^2}\,e^{-7.581}
=3.9\times10^9\ \text{A/m}^2 ,
\]

or \(3.9\times10^5\) A/cm². The triangular barrier gives \(1.9\times10^7\) A/m². With both tunnelling prefactors set to one, the ratio of the two is 211: the change of exponent contributes \(e^{5.46}\approx235\), and \(1/t^2\) reduces it by about a tenth.

The decay energy is

\[
d=\frac{2(5)}{3(6.831)(1.056)\sqrt{4.5}}=0.218\ \text{eV},
\]

small compared with both \(\phi\) and the sea depth. A direct sum over the Fermi sphere, using the full WKB exponent for every electron, gives 0.945 times the current from the formula. The reduction is 5.5%, against the triangular estimate \(3d/(2\phi)=7.3\%\). At 1 V/nm the corresponding values are 1.4% and 1.5%.

Part of the difference can be traced to the image force. Differentiating \(1/d\) at fixed field gives

\[
G''=\frac1{\phi d}\left(\frac12-\frac{2f}{t}\frac{dt}{df}\right).
\]

Since \(t\) rises with \(f\), the curvature is smaller than for a triangle. Higher terms in the expansion also contribute.

**Slope of a Fowler–Nordheim plot.** Such a plot shows \(\ln(J/F^2)\) against \(1/F\). At fixed \(\phi\), \(f\propto F\), so differentiating \(v/F\) with respect to \(1/F\) gives

\[
s=v-f\frac{dv}{df}.
\]

Neglecting the variation of \(t\), the slope is \(-s\,b\phi^{3/2}\). For small \(f\) the logarithms of part (d) cancel, leaving \(s\simeq1-3f/16\). The image force therefore alters the slope much less than the current.

Here \(s=0.937\), and the slope is \(-61.1\) V/nm, compared with \(-65.2\) V/nm for the triangle. The Fermi-sphere current gives \(-60.5\) V/nm. The remaining 0.6 V/nm has the sign expected from two neglected effects: the factor \(t^{-2}\), and the expansion error, both of which reduce \(J/F^2\) more at higher field.

## (g) The omitted prefactor

**Question.** Find the factor multiplying \(e^{-G}\) for a thick triangular barrier with a sharp step at the metal surface. Compare it with what wave mechanics gives for the rounded barrier.

**Solution.** Let \(\varepsilon\) be the normal kinetic energy inside the metal, \(k=\sqrt{2m\varepsilon}/\hbar\) and \(\kappa_0=\sqrt{2mh}/\hbar\). For an incident wave of unit amplitude and reflected amplitude \(R\), continuity of \(\psi\) and \(\psi'\) at the step requires

\[
1+R=\psi_0,\qquad ik(1-R)=-\kappa_0\psi_0 .
\]

The second equation gives \(1-R=i\kappa_0\psi_0/k\). Adding the two,

\[
2=\psi_0\left(1+\frac{i\kappa_0}{k}\right),\qquad
|\psi_0|^2=\frac{4k^2}{k^2+\kappa_0^2}.
\]

Inside the barrier \(\psi\simeq\psi_0\sqrt{\kappa_0/\kappa(x)}\,\exp(-\int_0^x\kappa\,dx')\). At the outer turning point, the outgoing solution is the Airy combination \({\rm Bi}+i\,{\rm Ai}\). Its asymptotic amplitudes on the two sides are equal, apart from the change of \(\kappa^{-1/2}\) into \(k(x)^{-1/2}\) and a phase. The outgoing flux is then \((\hbar\kappa_0/m)|\psi_0|^2e^{-G}\). Division by the incident flux \(\hbar k/m\) gives

\[
D\simeq\frac{4k\kappa_0}{k^2+\kappa_0^2}e^{-G}
=\frac{4\sqrt{\varepsilon h}}{\varepsilon+h}\,e^{-G}.
\]

For \(\varepsilon=10\) eV and \(h=4.5\) eV the prefactor is 1.851. Numerical integration of the Schrödinger equation at 1 V/nm gives 1.849, which confirms both the exponent and the factor.

For the rounded barrier, the image potential was cut off where it meets the bottom of the metal's band. The same integration then gives prefactors of 0.91, 0.88 and 0.84 at 1, 3 and 5 V/nm. For this cutoff and a 10 eV depth, setting the prefactor to one overstates the transmission at the Fermi level by about 10 to 20%. Neither the size nor the sign of this error is general: at 5 V/nm the prefactor is 1.18 for a 5 eV depth and 0.69 for a 15 eV depth, and it also changes with the form of the cutoff. Omitting \(v\) at 5 V/nm would instead change the exponential by a factor of about 235. With the prefactors at that field included, 1.84 for the triangle and 0.84 for the rounded barrier, the transmissions at the Fermi level differ by a factor of about 108.

The rounded-barrier prefactors for the 10 eV depth, with values of \(v\) and \(t\) over the whole range of \(f\), appear in the numerical output below. They describe a flat free-electron surface; roughness, adsorbed atoms and band structure lie outside the model.

## Numbers as computed

```
b = 6.8309 eV^-1.5 V/nm
A = 1.5414e-06 A eV V^-2
image constant e^2/(16 pi eps0) = 0.35999 eV nm
v and t against f (dimensionless):
  f = 0.1  v = 0.8594  t = 1.0225
  f = 0.2  v = 0.7440  t = 1.0375
  f = 0.4  v = 0.5372  t = 1.0608
  f = 0.6  v = 0.3480  t = 1.0798
  f = 0.8  v = 0.1700  t = 1.0961
  f = 1.0  v = 0.0000  t = 1.1107
largest error of 1-f+(f/6)ln f = 0.0024
Example: phi = 4.5 eV, sea depth = 10.0 eV, F = 5.0 V/nm
f = 0.3555, y = 0.5963, r = 0.8028
elliptic parameter = 0.8906
K = 2.5359, E = 1.1124
v = 0.5813, t = 1.0561
rounded barrier height = 1.817 eV
field where barrier vanishes = 14.06 V/nm
triangular exponent = 13.041, rounded exponent = 7.581
J triangular = 1.857e+07 A/m^2
J rounded = 3.918e+09 A/m^2 = 3.918e+05 A/cm^2
J rounded / J triangular = 211.0
Field table (ratio = Fermi-sphere current / formula):
  F = 1 V/nm: f = 0.0711, v = 0.8956, t = 1.0174
    d = 0.0452 eV, J = 1.435e-14 A/m^2
    ratio = 0.9861, 3d/(2 phi) = 0.0151
  F = 3 V/nm: f = 0.2133, v = 0.7294, t = 1.0392
    d = 0.1328 eV, J = 3.717e+05 A/m^2
    ratio = 0.9634, 3d/(2 phi) = 0.0443
  F = 5 V/nm: f = 0.3555, v = 0.5813, t = 1.0561
    d = 0.2178 eV, J = 3.918e+09 A/m^2
    ratio = 0.9447, 3d/(2 phi) = 0.0726
slope factor s = 0.9374
-s b phi^1.5 = -61.13 V/nm
slope from Fermi-sphere current = -60.53 V/nm
triangular slope -b phi^1.5 = -65.21 V/nm
triangular prefactor, matching formula = 1.8505
triangular prefactor, Schrodinger at 1 V/nm = 1.8485
rounded-barrier prefactor at 1 V/nm = 0.9121
rounded-barrier prefactor at 3 V/nm = 0.8801
rounded-barrier prefactor at 5 V/nm = 0.8432
```
